# Upper confidence limit on nucleus density when none are found: a numerical check

```python
"""
Result under test: if no nuclei are found in an imaged area A and nuclei follow
a homogeneous Poisson process, the one-sided upper confidence limit on their
density is n_U = ln(1/alpha)/A, with alpha = 0.05 for 95 percent confidence.
For A = 5 um^2 this is about 0.6 per um^2.
Symbols: mu = density * area (mean count); eta = detection probability;
shape = gamma shape of the local density, relative spread = 1/sqrt(shape).
Lengths are in um unless a name ends in _nm.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.stats import binom, gamma, poisson

alpha = 0.05
images = 5
side = 1.0
area = images * side**2
mu_limit = np.log(1 / alpha)
n_limit = mu_limit / area

# The closed form against a root of the Poisson sum
def count_limit(k, tail):
    top = k + 10 * np.sqrt(k + 1) + 10
    return brentq(lambda mu: poisson.cdf(k, mu) - tail, 1e-9, top, xtol=1e-12)

assert abs(count_limit(0, alpha) / area - n_limit) < 1e-9
assert abs(n_limit - 0.6) < 0.005
n_two_sided = count_limit(0, alpha / 2) / area

# Void probability: scatter nuclei uniformly over a large surface, view 5 images
rng = np.random.default_rng(12)
width, height = 40.0, 25.0
nuclei = int(round(n_limit * width * height))
corners = [(3, 4), (12, 18), (20, 9), (29, 20), (36, 2)]
trials, empty = 40000, 0
for _ in range(20):
    x = rng.random((trials // 20, nuclei)) * width
    y = rng.random((trials // 20, nuclei)) * height
    seen = np.zeros(x.shape[0], dtype=bool)
    for cx, cy in corners:
        inside = (x >= cx) & (x < cx + side) & (y >= cy) & (y < cy + side)
        seen |= inside.any(axis=1)
    empty += np.count_nonzero(~seen)
empty_fraction = empty / trials
sampling_error = np.sqrt(alpha * (1 - alpha) / trials)
# five standard errors also cover the small effect of the finite surface
assert abs(empty_fraction - np.exp(-n_limit * area)) < 5 * sampling_error

# Coverage of the whole procedure, for many true mean counts
limits = np.array([count_limit(k, alpha) for k in range(61)])
assert np.all(np.diff(limits) > 0)
counts = np.arange(61)
failures = np.array([poisson.pmf(counts[limits < mu], mu).sum()
                     for mu in np.arange(0.01, 20, 0.01)])
assert failures.max() <= alpha + 1e-10
assert failures.max() > 0.98 * alpha

# Imperfect detection: explicit sum over the true number of nuclei
eta = 0.9
n_detect = mu_limit / (eta * area)
many = np.arange(200)
missed_all = np.sum(poisson.pmf(many, n_detect * area) * (1 - eta)**many)
assert abs(missed_all - alpha) < 1e-10

# Uneven density: quadrature over the gamma distribution of local density
spread = 0.5
shape = 1 / spread**2
def void_uneven(mean_count):
    return quad(lambda g: gamma.pdf(g, shape, scale=1 / shape)
                * np.exp(-mean_count * g), 0, np.inf, epsabs=1e-11)[0]

n_one_place = shape * (alpha**(-1 / shape) - 1) / area
n_spread = images * shape * (alpha**(-1 / (images * shape)) - 1) / area
assert abs(void_uneven(n_one_place * area) - alpha) < 1e-7
assert abs(void_uneven(n_spread * side**2)**images - alpha) < 1e-7
assert n_limit < n_spread < n_one_place

# Exclusion: at most one nucleus in each cell of the exclusion-zone area
exclusion_nm = 50.0
cells = int(round(area / (np.pi * (exclusion_nm * 1e-3)**2)))
n_exclusion = cells / area * (1 - alpha**(1 / cells))
root = brentq(lambda n: binom.pmf(0, cells, n * area / cells) - alpha, 0.01, 5)
assert abs(root - n_exclusion) < 1e-8

# Edge counting: measure on a grid the centres whose nucleus touches the image
radius_nm = 10.0
radius = radius_nm * 1e-3
effective = side**2 + 4 * side * radius + np.pi * radius**2
points = 2000
step = (side + 2 * radius) / points
axis = -radius + (np.arange(points) + 0.5) * step
outside = np.maximum(np.maximum(-axis, axis - side), 0)
touch = outside[:, None]**2 + outside[None, :]**2 <= radius**2
assert abs(touch.sum() * step**2 - effective) < 1e-5
n_edge = mu_limit / (images * effective)

# Length calibration: true lengths shorter than the scale bar says
length_error = 0.03
area_factor = (1 - length_error)**2
n_scale = mu_limit / (area * area_factor)
n_combined = n_spread / (eta * area_factor)
void_combined = void_uneven(n_combined * eta * side**2 * area_factor)**images
assert abs(void_combined - alpha) < 1e-7

# Thickness and selectivity allowed by the limit
film_nm = 10.0
volume_nm3 = 2 * np.pi * radius_nm**3 / 3
slices = quad(lambda z: np.pi * (radius_nm**2 - z**2), 0, radius_nm)[0]
assert abs(slices / volume_nm3 - 1) < 1e-10
stray_nm = n_limit * 1e-6 * volume_nm3
selectivity = (film_nm - stray_nm) / (film_nm + stray_nm)

# Nuclei allowed on device pads, and the empty area needed for a strict target
pad_nm = 20.0
pads = 1_000_000
pad_area = (pad_nm * 1e-3)**2
pad_nuclei = n_limit * pad_area * pads
pad_hit = 1 - np.exp(-n_limit * pad_area)
target_density = 1 / (pads * pad_area)
needed_area = mu_limit / target_density
assert abs(poisson.pmf(0, target_density * needed_area) - alpha) < 1e-10

print(f"Imaged area: {area:.1f} um^2 in {images} images")
print(f"Mean count at the limit, ln(1/0.05): {mu_limit:.4f}")
print(f"95% one-sided upper limit: {n_limit:.4f} per um^2")
print(f"Same limit: {n_limit * 1e8:.3e} per cm^2")
print(f"Upper end of two-sided 95% interval: {n_two_sided:.4f} per um^2")
print(f"One-sided limit if 1 nucleus were seen: {limits[1] / area:.4f} per um^2")
print(f"Simulated surveys: {trials}, nuclei on each surface: {nuclei}")
print(f"Simulated surface area: {width * height:.0f} um^2")
print(f"Simulated empty fraction at the limit: {empty_fraction:.4f}")
print(f"Standard error of that fraction: {sampling_error:.4f}")
print(f"Largest failure probability in coverage scan: {failures.max():.4f}")
for density in (0.1, 0.3, 0.6, 1.0):
    chance = poisson.pmf(0, density * area)
    print(f"Chance of empty survey at {density:.1f} per um^2: {chance:.4f}")
print(f"Nucleus radius: {radius_nm:.0f} nm, film thickness: {film_nm:.0f} nm")
print(f"Volume of one hemispherical nucleus: {volume_nm3:.1f} nm^3")
print(f"Mean stray thickness at the limit: {stray_nm:.3e} nm")
print(f"Thickness selectivity at the limit: {selectivity:.6f}")
print(f"Pad side: {pad_nm:.0f} nm, pad area: {pad_area:.1e} um^2, pads: {pads}")
print(f"Chance of a nucleus on one pad at the limit: {pad_hit:.3e}")
print(f"Expected nuclei on all pads at the limit: {pad_nuclei:.1f}")
print(f"Density for 1 expected nucleus on all pads: {target_density:.4f} per um^2")
print(f"Empty area needed to show that density: {needed_area:.0f} um^2")
print(f"Limit with detection probability {eta:.1f}: {n_detect:.4f} per um^2")
print(f"Relative spread of local density: {spread:.1f}, gamma shape: {shape:.0f}")
print(f"Limit with spread, all images in one place: {n_one_place:.4f} per um^2")
print(f"Limit with spread, independent places: {n_spread:.4f} per um^2")
print(f"Exclusion radius: {exclusion_nm:.0f} nm, cells: {cells}")
print(f"Limit with exclusion: {n_exclusion:.4f} per um^2")
print(f"Effective area of one image with edge counting: {effective:.4f} um^2")
print(f"Limit with edge counting: {n_edge:.4f} per um^2")
print(f"Limit with {100 * length_error:.0f}% length error: {n_scale:.4f} per um^2")
print("Combined limit (detection, spread over independent places, length):")
print(f"  {n_combined:.4f} per um^2")
print("PASS")
```

Printed output:

```
Imaged area: 5.0 um^2 in 5 images
Mean count at the limit, ln(1/0.05): 2.9957
95% one-sided upper limit: 0.5991 per um^2
Same limit: 5.991e+07 per cm^2
Upper end of two-sided 95% interval: 0.7378 per um^2
One-sided limit if 1 nucleus were seen: 0.9488 per um^2
Simulated surveys: 40000, nuclei on each surface: 599
Simulated surface area: 1000 um^2
Simulated empty fraction at the limit: 0.0487
Standard error of that fraction: 0.0011
Largest failure probability in coverage scan: 0.0500
Chance of empty survey at 0.1 per um^2: 0.6065
Chance of empty survey at 0.3 per um^2: 0.2231
Chance of empty survey at 0.6 per um^2: 0.0498
Chance of empty survey at 1.0 per um^2: 0.0067
Nucleus radius: 10 nm, film thickness: 10 nm
Volume of one hemispherical nucleus: 2094.4 nm^3
Mean stray thickness at the limit: 1.255e-03 nm
Thickness selectivity at the limit: 0.999749
Pad side: 20 nm, pad area: 4.0e-04 um^2, pads: 1000000
Chance of a nucleus on one pad at the limit: 2.396e-04
Expected nuclei on all pads at the limit: 239.7
Density for 1 expected nucleus on all pads: 0.0025 per um^2
Empty area needed to show that density: 1198 um^2
Limit with detection probability 0.9: 0.6657 per um^2
Relative spread of local density: 0.5, gamma shape: 4
Limit with spread, all images in one place: 0.8918 per um^2
Limit with spread, independent places: 0.6463 per um^2
Exclusion radius: 50 nm, cells: 637
Limit with exclusion: 0.5977 per um^2
Effective area of one image with edge counting: 1.0403 um^2
Limit with edge counting: 0.5759 per um^2
Limit with 3% length error: 0.6368 per um^2
Combined limit (detection, spread over independent places, length):
  0.7633 per um^2
PASS
```
